# Counting tetrahedral precursors from ten achiral ligands with Burnside's lemma

## Problem

A screening study considers precursor molecules in which a central atom M carries four ligands at the corners of a regular tetrahedron. Each ligand is chosen from ten distinct achiral types, and a type may be used more than once. How many different molecules are there if the two members of an enantiomer pair are counted separately?

Each ligand binds in one way and acts as a structureless label. For a ligand that is not symmetric about its bond to M, this requires that rotation about the bond be free or averaged. The centre keeps its configuration, and every combination is admitted, whether or not it can be synthesized. Two arrangements are the same molecule if a rotation in space carries one into the other.

Stereoisomers, strictly speaking, share one constitution. The number asked for runs over all compositions, so it counts stereochemically distinct molecules, not the stereoisomers of a single compound.

## A tempting solution

Label the four corners. Each can receive any of ten ligands, which gives $10^4=10000$ labelled placements. A tetrahedron has 12 rotations, counting the identity, so each molecule has been counted 12 times. The number of molecules is therefore

$$\frac{10000}{12}=833.33,$$

or about 833.

## Where it fails

A count of molecules must be an integer, so rounding hides an error. The faulty step is "each molecule has been counted 12 times". That holds if the 12 rotations turn a placement into 12 different placements. For four equal ligands, AAAA, every rotation gives back the same placement. This molecule occurs once among the 10000, and the division credits it with $1/12$ of a molecule. AAAB occurs four times, once for each position of B, and is credited with $4/12$. Molecules left unchanged by some rotation other than the identity are undercounted, so the true number exceeds 833.33.

## Right solution

**The rotations.** Place M at the origin and the corners at

$$v_1=(1,1,1),\quad v_2=(1,-1,-1),\quad v_3=(-1,1,-1),\quad v_4=(-1,-1,1).$$

Direct multiplication gives

$$\sum_i v_i=0,\qquad v_i\cdot v_j=4\delta_{ij}-1,\qquad \sum_i v_iv_i^T=4I.$$

For a permutation $p$ of the corners, define

$$R_p=\frac14\sum_i v_{p(i)}v_i^T .$$

It moves the corners as required:

$$R_pv_j=\frac14\sum_i v_{p(i)}(4\delta_{ij}-1)=v_{p(j)}-\frac14\sum_i v_{p(i)}=v_{p(j)}.$$

It is also orthogonal:

$$R_pR_p^T=\frac1{16}\sum_{i,j}v_{p(i)}(4\delta_{ij}-1)v_{p(j)}^T=\frac1{16}(4\cdot 4I-0)=I.$$

All 24 permutations are thus symmetry operations, either proper (determinant $+1$) or improper (determinant $-1$). Swapping $v_1$ and $v_2$ is a reflection: the other two corners are perpendicular to $v_1-v_2$, for instance $v_3\cdot(v_1-v_2)=-1+1=0$, and so lie in the mirror plane. By symmetry every swap of two corners has determinant $-1$. Determinants multiply, so a permutation built from an even number of swaps is a rotation, and one built from an odd number is improper.

The 12 even permutations are

- the identity;
- eight cyclic permutations of three corners, which give the identity when applied three times and are rotations by $120^\circ$ in either sense;
- three double swaps, which give the identity when applied twice and are rotations by $180^\circ$.

Any rotation that preserves the tetrahedron permutes its corners, so this list is complete.

**Burnside's lemma.** Let $G$ be the group of rotations and $x$ a placement. The orbit $O(x)$ is the set of distinct placements obtained by rotating $x$; one orbit is one molecule. The stabilizer $S(x)$ is the set of rotations that leave $x$ unchanged.

Two rotations $g$ and $h$ give the same image, $gx=hx$, precisely when $h^{-1}g$ belongs to $S(x)$. Each member of the orbit is therefore reached by $|S(x)|$ rotations, and

$$|O(x)|\,|S(x)|=|G|.$$

Now count the pairs $(g,x)$ with $gx=x$ in two ways. Let $F(g)$ be the number of placements left unchanged by $g$. Then

$$\sum_{g\in G}F(g)=\sum_x|S(x)|=\sum_x\frac{|G|}{|O(x)|}.$$

An orbit contains $|O|$ placements, each contributing $|G|/|O|$, so every orbit contributes $|G|$ to the last sum, whatever its size. Hence

$$\text{number of orbits}=\frac1{|G|}\sum_{g\in G}F(g).$$

The quantity to be averaged over the rotations is $F(g)$. The tempting solution kept only the identity's contribution to this sum.

**The fixed placements.** A placement is unchanged by $g$ if each corner carries the same ligand as the corner to which it is sent. All corners in one cycle of the permutation must then carry equal ligands, while different cycles can be filled independently. With $n$ ligand types and $c(g)$ cycles, counting an unmoved corner as a cycle,

$$F(g)=n^{c(g)}.$$

The identity has four cycles. A $120^\circ$ rotation has two: one fixed corner and one cycle of three. A $180^\circ$ rotation also has two, each a swapped pair. Therefore

$$N(n)=\frac{n^4+8n^2+3n^2}{12}=\frac{n^4+11n^2}{12}.$$

For ten types,

$$N(10)=\frac{10000+8\cdot100+3\cdot100}{12}=\frac{11100}{12}=925.$$

There are 925 molecules with enantiomers counted separately.

## The same number from compositions

Suppose first that a composition contains a repeated ligand. Any two of its placements are related by some permutation. If that permutation is odd, precede it by a swap of two equal ligands, which changes nothing in the placement but makes the combined permutation even. The placements are then related by a rotation, so the composition gives one molecule. Its mirror image has the same composition and is therefore the same molecule, which is thus achiral.

If all four ligands differ, there are $4!=24$ placements, and no rotation except the identity leaves one unchanged. They form $24/12=2$ orbits. A reflection is odd and carries one orbit into the other, so these are two enantiomers.

Choosing four ligands from $n$ types with repetition gives $\binom{n+3}{4}$ compositions, of which $\binom n4$ have four different ligands and supply one extra molecule each:

$$N(n)=\binom{n+3}{4}+\binom n4.$$

Expanding both terms,

$$N(n)=\frac{(n^4+6n^3+11n^2+6n)+(n^4-6n^3+11n^2-6n)}{24}=\frac{n^4+11n^2}{12},$$

in agreement with Burnside's lemma. For $n=10$ this reads $715+210=925$. The 210 enantiomer pairs contain 420 chiral molecules, and the other 505 molecules are achiral.

Explicit enumeration of the 10000 placements, given in the numerical output, sorts them as follows.

| Pattern | Molecules | Orbit size | Placements |
|---|---:|---:|---:|
| AAAA | 10 | 1 | 10 |
| AAAB | 90 | 4 | 360 |
| AABB | 45 | 6 | 270 |
| AABC | 360 | 12 | 4320 |
| ABCD | 420 | 12 | 5040 |

The first three rows account for the whole error of the tempting solution. They hold 640 placements, credited with $640/12=53.33$ molecules, but contain 145. The shortfall is 91.67, and $833.33+91.67=925$.

The formula can also be examined for other numbers of types. For $n=2$ the formula gives $(16+44)/12=5$, namely AAAA, AAAB, AABB, ABBB and BBBB. Chiral molecules first appear at $n=4$, where $N=36$ exceeds the 35 compositions by one. For large $n$ most placements have no rotational symmetry, and the ratio of $N$ to $n^4/12$ approaches one. The correction relative to that estimate is $11/n^2$, still 11% at $n=10$.

## If mirror images are merged

Merging enantiomers means averaging over all 24 operations. The six reflections each have three cycles. The other six improper operations, fourfold rotation-reflections, move all corners in one cycle. Thus

$$\frac{11100+6\cdot1000+6\cdot10}{24}=\frac{17160}{24}=715.$$

This is the number of compositions, as it should be. With electromagnetic interactions alone and in achiral surroundings, enantiomers have equal energies. A screening study of such scalar properties therefore needs 715 calculations instead of 925, a saving of 22.7%.

The choice of molecular descriptor for a learning model follows the same distinction. Suppose the bonds keep the directions of a regular tetrahedron, which real molecules with unequal ligands do only approximately. If ligands $i$ and $j$ have bond lengths $r_i$ and $r_j$, the cosine of the angle between their bonds is $-1/3$, and their separation obeys

$$d_{ij}^2=r_i^2+r_j^2+\frac23r_ir_j.$$

This does not depend on which corners they occupy, so both enantiomers have identical distances. A descriptor built only from the atom types and the distances between the atoms can serve for energies but cannot predict the sign of an optical rotation. The signed volume of the tetrahedron spanned by the ligands, taken in a fixed order of types, does distinguish the hands. For model bond lengths of 1.80, 1.85, 1.90 and 1.95 Å it is $-3.380$ Å$^3$ for one and $+3.380$ Å$^3$ for the other. The sign marks a hand only when all four ligands differ. For an achiral AABC molecule the volume is also nonzero, and its sign depends merely on which A is listed first.

Filling the corners at random also does not sample molecules evenly. A given ABCD enantiomer is drawn with probability $12/10000=0.0012$, a given AAAA molecule with probability $0.0001$. Chiral molecules make up 50.4% of such draws but 45.4% of the list. Weighting each draw by the inverse of its orbit size removes this bias.

## Real precursors

A practical setting is a metal-organic source for atomic layer deposition, held at roughly 350 K. Real ligands can break the assumptions of the count. Some are chelates that occupy two corners, or bridge two metal centres, and the count with four independent labels then does not apply, even if the centre remains tetrahedral. Two unsymmetric chelates A–B on one centre give an enantiomer pair, although monodentate AABB is a single achiral molecule. A ligand that binds through several atoms but fills one corner and rotates freely, such as a cyclopentadienyl ring, still acts as one label. Others are chiral: sec-butoxide is, while tert-butoxide is not. If one of the ten types is chiral and both its hands are admitted, rotations treat the hands as two different labels. The count becomes $N(11)=(14641+1331)/12=1331$, which is 44% above 925.

The centre may also invert. Let each enantiomer turn into the other at rate $k$. The difference of their populations, $\Delta=P_+-P_-$, obeys

$$\dot\Delta=(-kP_++kP_-)-(kP_+-kP_-)=-2k\Delta,$$

so its half-life is $\ln2/(2k)$. Take the transition-state estimate $k=(k_BT/h)\,e^{-B/k_BT}$, with free-energy barrier $B$ and transmission coefficient one. At 350 K the half-life is 12 s for $B=1.0$ eV, $9.0\times10^3$ s for 1.2 eV and $6.9\times10^6$ s for 1.4 eV. These barriers are round parameters, not those of a named compound. A half-life of 30 days requires 1.37 eV in this model. If inversion is fast compared with storage and use, the enantiomers are not separate substances, and for ten achiral ligand types the relevant count is 715.

Exchange of ligands between molecules is a different failure, because it changes compositions. If it is free and has no energetic preference, a pure ABCD source turns into a mixture of 35 compositions. The fraction of molecules that still have composition ABCD is $4!/4^4=24/256$, or 9.4%. It is split equally between the two hands, so the starting enantiomer makes up $12/256$, or 4.7%. The list of 925 possible molecules is unchanged, but such a source delivers the selected one only as a small part of a mixture.

## Computed results

```
Ligand types: 10
Labelled placements: 10000
Proper rotations: 12
Placements / rotations (naive): 833.33
Operation: number, cycles, fixed placements each
  identity: 1, 4, 10000
  rotation 120 deg: 8, 2, 100
  rotation 180 deg: 3, 2, 100
  reflection: 6, 3, 1000
  fourfold rotation-reflection: 6, 1, 10
Sum of fixed placements over rotations: 11100
Molecules, mirror images separate: 925
Compositions (mirror images merged): 715
Achiral molecules: 505
Chiral molecules: 420
Enantiomer pairs: 210
Calculations saved by mirror symmetry: 22.7 %
Pattern: molecules, orbit size, stabilizer order, placements
  AAAA: 10, 1, 12, 10
  AAAB: 90, 4, 3, 360
  AABB: 45, 6, 2, 270
  AABC: 360, 12, 1, 4320
  ABCD: 420, 12, 1, 5040
Chiral share of molecules: 45.4 %
Chiral share of random placements: 50.4 %
Draw probability of one AAAA molecule: 0.0001
Draw probability of one ABCD molecule: 0.0012
Model bond lengths of example ABCD: 1.80, 1.85, 1.90, 1.95 angstrom
Signed volumes of its two hands: -3.380, +3.380 angstrom^3
Molecules if one type is chiral, both hands: 1331
Source temperature (rough): 350 K
Half-life of excess, barrier 0.8 eV: 1.57e-02 s
Half-life of excess, barrier 1.0 eV: 1.19e+01 s
Half-life of excess, barrier 1.2 eV: 9.04e+03 s
Half-life of excess, barrier 1.4 eV: 6.86e+06 s
Barrier for a 30-day half-life: 1.37 eV
Compositions after free ligand exchange: 35
Surviving ABCD fraction: 9.4 %
```
